**Bleaney's Zeeman Hamiltonian for a cubic Γ8 quartet, with the constants for J = 5/2**

To first order in the field a Γ8 quartet obeys $H=\mu_B[g\,\mathbf B\cdot\mathbf S+f\sum_iB_iS_i^3]$, where $\mathbf S$ is a fictitious spin 3/2, and the quartet of a pure $J=5/2$ multiplet has $g=\tfrac{23}{18}g_J$, $f=-\tfrac{10}{9}g_J$ in the basis that rotates like spin 3/2, or $(\tfrac{25}{6},-2)g_J$ in the Γ2-twisted basis. Here $P,Q$ are the diagonal elements of $M_z=L_z+g_sS_{e,z}$ for fictitious projections 3/2 and 1/2, $a=-(g/2+13f/8)$, $b=-(g+7f/4)$, $K=\sum_{i<j}n_i^2n_j^2$ for the field direction $\mathbf n$, $\Delta$ is the Γ7–Γ8 gap and $\zeta$ the spin-orbit constant. The program asserts that a null-space count of covariant Hermitian triples gives two constants in $O$ and three in $T$ with time reversal (in a fixed basis), that the exact symbolic projection of $\mathbf J$ equals $g\mathbf S+f\mathbf S^3$ in all components, and that a basis found by group averaging gives both pairs of constants. For random $g,f,\mathbf n$ it asserts the product form $M_i=\sigma_i(a+b\tau_i)$, the level formula $y^2=a^2+b^2\pm\sqrt{4a^2b^2-3b^2(4a^2-b^2)K}$, the trace of $M_xM_yM_z$ and the twist transformation, and it asserts that labelling by energy is right along [001] and wrong along [111]. It further asserts the shift $-\tfrac{20}{9}(g_J\mu_BB)^2/\Delta$ along [001], the $B^2$ scaling of the error in a general direction, and, in the 14-state f¹ problem, that the form stays exact while the change of $g,f$ scales as $1/\zeta$. For the model $\Delta=0.030$ eV, $\zeta=0.10$ eV, $B=5$ T the output gives $g=1.095$, $f=-0.952$ for the pure multiplet and $g=1.135$, $f=-0.963$ with multiplet mixing. It also lists the levels along [001], [110] and [111] against six-level diagonalization, with a [111] span of $7.44\times10^{-4}$ eV (180 GHz).

## Numerical verification

```python
# Bleaney Zeeman Hamiltonian of a cubic Gamma8 quartet:
#   H = muB [ g B.S + f sum_i B_i S_i^3 ],  S = fictitious spin 3/2.
# Claim: for the J=5/2 quartet g = 23/18 gJ, f = -10/9 gJ when the basis rotates
# like spin 3/2; (25/6, -2) gJ in the Gamma2-twisted basis.
# M = L + gs S_e (moment), P,Q = <3/2|Mz|3/2>, <1/2|Mz|1/2>,
# a = -(g/2+13f/8), b = -(g+7f/4), K = sum_{i<j} n_i^2 n_j^2, levels +-y muB B,
# y^2 = a^2+b^2 +- sqrt(4a^2b^2 - 3b^2(4a^2-b^2)K).
# Delta = Gamma7-Gamma8 gap, zeta = spin-orbit constant.
import numpy as np, sympy as sp
from scipy.linalg import expm
from scipy.spatial.transform import Rotation as Rot
from scipy.constants import physical_constants as pc, h, e

rng = np.random.default_rng(1)
def spin(j):
    m = np.arange(j, -j-1, -1.0)
    Jp = np.diag(np.sqrt(j*(j+1)-m[1:]*(m[1:]+1)), 1).astype(complex)
    return [(Jp+Jp.T)/2, (Jp-Jp.T)/2j, np.diag(m).astype(complex)]
def dot(v, J): return sum(v[i]*J[i] for i in range(3))
def D(v, J): return expm(-1j*dot(v, J))
def cubic(J, j):
    X = j*(j+1); mp = np.linalg.matrix_power; Jp = J[0]+1j*J[1]
    O40 = 35*mp(J[2], 4)-(30*X-25)*mp(J[2], 2)+(3*X*X-6*X)*np.eye(len(Jp))
    return O40+2.5*(mp(Jp, 4)+mp(Jp.conj().T, 4))
S, J5 = spin(1.5), spin(2.5)
S3 = [s@s@s for s in S]
def model(g, f): return [g*S[i]+f*S3[i] for i in range(3)]
def fit(M):
    A = np.array([np.ravel(S), np.ravel(S3)]).T
    c = np.linalg.lstsq(A, np.ravel(M), rcond=None)[0]
    assert abs(A@c-np.ravel(M)).max() < 1e-9 and abs(c.imag).max() < 1e-9
    return c.real
def ys(g, f, n):
    a, b = -(g/2+13*f/8), -(g+7*f/4)
    K = (n[0]*n[1])**2+(n[1]*n[2])**2+(n[0]*n[2])**2
    r = np.sqrt(max(4*a*a*b*b-3*b*b*(4*a*a-b*b)*K, 0))
    hi, lo = np.sqrt(a*a+b*b+r), np.sqrt(max(a*a+b*b-r, 0))
    return np.array([-hi, -lo, lo, hi])
unit = lambda v: np.array(v, float)/np.linalg.norm(v)
eig = np.linalg.eigvalsh

# group O, characters
G = Rot.create_group('O'); vs, Rs = G.as_rotvec(), G.as_matrix()
chi2 = np.array([round(np.linalg.det(abs(np.round(R)))) for R in Rs])
c3 = np.array([np.trace(D(v, S)) for v in vs]); c5 = np.array([np.trace(D(v, J5)) for v in vs])
nrm = np.mean(abs(c3)**2); ovl = np.mean(c5*c3.conj()).real
mult = np.mean(abs(c3)**2*np.trace(Rs, axis1=1, axis2=2))
assert np.allclose([nrm, ovl, mult], [1, 1, 2])
print(f"characters: norm {nrm:.3f}, overlap 5/2 with 3/2 {ovl:.3f}, vector multiplicity {mult:.3f}")

# brute-force count of covariant hermitian triples
herm = []
for p in range(4):
    for q in range(p, 4):
        E = np.zeros((4, 4), complex); E[p, q] = 1; herm.append(E+E.T)
        if q > p: herm.append(1j*(E-E.T))
Tr = expm(-1j*np.pi*S[1]); D3 = [D(v, S) for v in vs]
def resid(M, idx, todd):
    out = [D3[k]@M[j]@D3[k].conj().T-dot(Rs[k][:, j], M) for k in idx for j in range(3)]
    if todd: out += [Tr@m.conj()@Tr.conj().T+m for m in M]
    z = np.ravel(out); return np.r_[z.real, z.imag]
def count(idx, todd):
    cols = [resid([H*(i == j) for j in range(3)], idx, todd) for i in range(3) for H in herm]
    return int(np.sum(np.linalg.svd(np.array(cols).T, compute_uv=False) < 1e-9))
allO, onlyT = range(24), np.where(chi2 == 1)[0]
nO, nOt, nT = count(allO, False), count(allO, True), count(onlyT, True)
assert (nO, nOt, nT) == (2, 2, 3) and len(onlyT) == 12
assert abs(resid(S, allO, True)).max() < 1e-10 and abs(resid(S3, allO, True)).max() < 1e-10
print(f"free constants: O {nO}, O with time reversal {nOt}, T with time reversal {nT}")

# exact projection for J=5/2
def sspin(j):
    d = int(2*j+1); Jp = sp.zeros(d, d)
    for k in range(1, d): Jp[k-1, k] = sp.sqrt(j*(j+1)-(j-k)*(j-k+1))
    return [(Jp+Jp.T)/2, (Jp-Jp.T)/(2*sp.I), sp.diag(*[j-k for k in range(d)])]
sS, sJ = sspin(sp.Rational(3, 2)), sspin(sp.Rational(5, 2))
u, w = sp.sqrt(sp.Rational(5, 6)), sp.sqrt(sp.Rational(1, 6))
W = sp.zeros(6, 4); W[5, 0], W[1, 0], W[2, 1], W[3, 2], W[0, 3], W[4, 3] = u, w, -1, 1, -u, -w
sM = [(W.T*j*W).applyfunc(sp.simplify) for j in sJ]
P, Q = sM[2][0, 0], sM[2][1, 1]
g0, f0 = (27*Q-P)/12, (P-3*Q)/3
assert (g0, f0) == (sp.Rational(23, 18), sp.Rational(-10, 9))
for i in range(3):
    assert (sM[i]-g0*sS[i]-f0*sS[i]**3).applyfunc(sp.simplify) == sp.zeros(4, 4)
Wn = np.array(W.tolist(), dtype=complex)
for v, d3 in zip(vs, D3): assert np.allclose(D(v, J5)@Wn, Wn@d3)
C5 = cubic(J5, 2.5); ev, V5 = np.linalg.eigh(C5)
assert np.allclose(ev, [-240]*2+[120]*4) and np.allclose(C5@Wn, 120*Wn)
for v in vs: assert np.allclose(D(v, J5)@C5, C5@D(v, J5))
a0, b0 = -(g0/2+13*f0/8), -(g0+7*f0/4)
print(f"crystal-field levels / B4: {ev[0]:.0f} (x2), {ev[-1]:.0f} (x4)")
print(f"P/gJ = {P}, Q/gJ = {Q}, g/gJ = {g0}, f/gJ = {f0}, a/gJ = {a0}, b/gJ = {b0}")
print(f"Jx elements: {sM[0][0,1]}, {sM[0][1,2]}, {sM[0][0,3]}")
gf0 = np.array([float(g0), float(f0)])

# labelling found blind, by group averaging
def constants(V, J, M, chi):
    X = rng.normal(size=(4, 4))+1j*rng.normal(size=(4, 4))
    Y = sum(c*V.conj().T@D(v, J)@V@X@d.conj().T for c, v, d in zip(chi, vs, D3))
    Y = Y/np.sqrt((Y.conj().T@Y)[0, 0].real)
    assert np.allclose(Y.conj().T@Y, np.eye(4), atol=1e-8)
    return fit([Y.conj().T@V.conj().T@m@V@Y for m in M])
assert np.allclose(constants(V5[:, 2:], J5, J5, np.ones(24)), gf0)
tw = constants(V5[:, 2:], J5, J5, chi2)
g1, f1 = -(40*g0+91*f0)/12, (4*g0+10*f0)/3
assert np.allclose(tw, [float(g1), float(f1)])
Qxy = S[0]@S[1]+S[1]@S[0]; U = (Qxy@S[2]+S[2]@Qxy)/np.sqrt(3)
assert np.allclose(U@U, np.eye(4))
for c, d in zip(chi2, D3): assert np.allclose(U@d@U, c*d)
print(f"twisted labelling: g/gJ = {g1}, f/gJ = {f1}")

# product form, spectrum, trace invariant and twist for random constants
sx, sy, sz = [2*s for s in spin(0.5)]
tau = [-sz/2+np.sqrt(3)/2*sx, -sz/2-np.sqrt(3)/2*sx, sz]
Bm = np.zeros((4, 4)); Bm[3, 0], Bm[0, 1], Bm[1, 2], Bm[2, 3] = -1, 1, -1, 1
for _ in range(30):
    g, f = rng.normal(size=2); n = unit(rng.normal(size=3)); M = model(g, f)
    a, b = -(g/2+13*f/8), -(g+7*f/4)
    for i, s in enumerate((sx, sy, sz)):
        assert np.allclose(Bm.T@M[i]@Bm, np.kron(a*np.eye(2)+b*tau[i], s))
    assert np.allclose(eig(dot(n, M)), ys(g, f, n), atol=1e-7)
    assert np.isclose(np.trace(M[0]@M[1]@M[2]), 2j*a*(2*a*a-3*b*b))
    assert np.allclose(fit([U@m@U for m in M]), [-(40*g+91*f)/12, (4*g+10*f)/3])
for g, f in ((1, 0), (-10/3, 4/3), (7/4, -1)):   # b=2a, b=-2a, b=0
    sp_ = [eig(dot(unit(rng.normal(size=3)), model(g, f))) for _ in range(8)]
    assert np.ptp(sp_, axis=0).max() < 1e-9
trc = sp.simplify((sM[0]*sM[1]*sM[2]).trace())
assert sp.simplify(trc-2*sp.I*a0*(2*a0**2-3*b0**2)) == 0
print(f"Tr MxMyMz / gJ^3 = {trc}")
gn, fn = (27*Q+P)/12, (-P-3*Q)/3
Mq = [Wn.conj().T@j@Wn for j in J5]; Mn = model(float(gn), float(fn))
assert np.allclose(eig(Mn[2]), eig(Mq[2]))
n111 = unit([1, 1, 1]); yn, yt = eig(dot(n111, Mn)), eig(dot(n111, Mq))
assert abs(yn-yt).max() > 0.2
print(f"energy-ordered labelling: g/gJ = {gn}, f/gJ = {fn}")
print(f"[111] y/gJ: true {yt[2]:.4f} {yt[3]:.4f}; energy-ordered {yn[2]:.4f} {yn[3]:.4f}")

# full f^1 space
gs = abs(pc['electron g factor'][0]); muB = pc['Bohr magneton in eV/T'][0]
Delta, zeta, B = 0.030, 0.10, 5.0
L3, s2 = spin(3), spin(0.5)
L = [np.kron(l, np.eye(2)) for l in L3]; Se = [np.kron(np.eye(7), s) for s in s2]
Jt = [L[i]+Se[i] for i in range(3)]; Mt = [L[i]+gs*Se[i] for i in range(3)]
LS = sum(L[i]@Se[i] for i in range(3)); CL = np.kron(cubic(L3, 3), np.eye(2))
V6 = np.linalg.eigh(LS)[1][:, :6]; gJ = (8-gs)/7
for i in range(3): assert np.allclose(V6.conj().T@(Mt[i]-gJ*Jt[i])@V6, 0)
e6 = eig(V6.conj().T@CL@V6); assert np.ptp(e6[2:]) < 1e-8
b4L = -Delta/(e6[-1]-e6[0])
def mixed(z):
    E, V = np.linalg.eigh(z*LS+b4L*CL)
    assert np.ptp(E[:4]) < 1e-9 and E[4]-E[3] > 0.3*Delta
    return constants(V[:, :4], Jt, Mt, np.ones(24)), E[4]-E[0]
d10, d100 = mixed(10.)[0]-gJ*gf0, mixed(100.)[0]-gJ*gf0
assert abs(d100).max() < 2e-3 and np.allclose(d10/d100, 10, rtol=0.03)
gfm, gapm = mixed(zeta)
print(f"gs = 2: gJ = {sp.Rational(8-2,7)}, g = {g0*sp.Rational(8-2,7)}, f = {f0*sp.Rational(8-2,7)}")
print(f"inputs: Delta = {Delta} eV, zeta = {zeta} eV, B = {B} T")
print(f"gs = {gs:.6f}, gJ = {gJ:.6f}, muB = {muB:.6e} eV/T, muB B = {muB*B:.5e} eV")
print(f"B4 (J=5/2) = {-Delta/360:.5e} eV, b4 (L=3) = {b4L:.5e} eV, ratio {-Delta/360/b4L:.5f}")
print(f"pure J=5/2: g = {gJ*gf0[0]:.5f}, f = {gJ*gf0[1]:.5f}")
print(f"J-mixed: g = {gfm[0]:.5f}, f = {gfm[1]:.5f}, gap to doublet = {gapm:.5f} eV")
print(f"J-mixed: P = {1.5*gfm[0]+3.375*gfm[1]:.5f}, Q = {0.5*gfm[0]+0.125*gfm[1]:.5f}")
print(f"pure J=5/2: P = {gJ*float(P):.5f}, Q = {gJ*float(Q):.5f}")

# six-level diagonalization against the spin Hamiltonian
H0 = -Delta/360*(C5-120*np.eye(6))
exact = lambda n, b: eig(H0+gJ*muB*b*dot(n, J5))[:4]
lin = lambda n, b: gJ*muB*b*ys(*gf0, n)
n001 = unit([0, 0, 1]); xs = gJ*muB*0.05
dv = exact(n001, 0.05)-lin(n001, 0.05)
assert np.allclose(dv[[0, 3]]/(-20/9*xs*xs/Delta), 1, rtol=1e-3) and abs(dv[1:3]).max() < 1e-14
ng = unit([1, 2, 3])
r = np.linalg.norm(exact(ng, .1)-lin(ng, .1))/np.linalg.norm(exact(ng, .05)-lin(ng, .05))
assert abs(r-4) < 0.02
x = gJ*muB*B
print(f"gJ muB B = {x:.5e} eV, ratio to Delta = {x/Delta:.5f}")
print(f"second-order shift along [001] = {-20/9*x*x/Delta:.4e} eV")
row = lambda v: " ".join(f"{t:+.4e}" for t in v)
for name, v in (("[001]", [0, 0, 1]), ("[110]", [1, 1, 0]), ("[111]", [1, 1, 1])):
    n = unit(v); y = ys(*gf0, n)
    assert abs(exact(n, B)-lin(n, B)).max() < 3*x*x/Delta
    print(f"{name} K = {(1-np.sum(n**4))/2:.4f}, y/gJ = {y[2]:.4f}, {y[3]:.4f}")
    print(f"{name} spin Ham. (eV): {row(lin(n, B))}")
    print(f"{name} six-level (eV): {row(exact(n, B))}")
span = np.ptp(lin(n111, B))
print(f"[111] span = {span:.4e} eV = {span*e/h/1e9:.2f} GHz")
print("checks complete")
```

Output:

```
characters: norm 1.000, overlap 5/2 with 3/2 1.000, vector multiplicity 2.000
free constants: O 2, O with time reversal 2, T with time reversal 3
crystal-field levels / B4: -240 (x2), 120 (x4)
P/gJ = -11/6, Q/gJ = 1/2, g/gJ = 23/18, f/gJ = -10/9, a/gJ = 7/6, b/gJ = 2/3
Jx elements: -sqrt(3)/3, -3/2, -5/6
twisted labelling: g/gJ = 25/6, f/gJ = -2
Tr MxMyMz / gJ^3 = 175*I/54
energy-ordered labelling: g/gJ = 35/36, f/gJ = 1/9
[111] y/gJ: true 1.1667 1.5000; energy-ordered 0.6667 1.7795
gs = 2: gJ = 6/7, g = 23/21, f = -20/21
inputs: Delta = 0.03 eV, zeta = 0.1 eV, B = 5.0 T
gs = 2.002319, gJ = 0.856812, muB = 5.788382e-05 eV/T, muB B = 2.89419e-04 eV
B4 (J=5/2) = -8.33333e-05 eV, b4 (L=3) = -5.30303e-05 eV, ratio 1.57143
pure J=5/2: g = 1.09481, f = -0.95201
J-mixed: g = 1.13527, f = -0.96279, gap to doublet = 0.02972 eV
J-mixed: P = -1.54652, Q = 0.44728
pure J=5/2: P = -1.57082, Q = 0.42841
gJ muB B = 2.47978e-04 eV, ratio to Delta = 0.00827
second-order shift along [001] = -4.5550e-06 eV
[001] K = 0.0000, y/gJ = 0.5000, 1.8333
[001] spin Ham. (eV): -4.5463e-04 -1.2399e-04 +1.2399e-04 +4.5463e-04
[001] six-level (eV): -4.5908e-04 -1.2399e-04 +1.2399e-04 +4.4997e-04
[110] K = 0.2500, y/gJ = 0.9684, 1.6350
[110] spin Ham. (eV): -4.0545e-04 -2.4014e-04 +2.4014e-04 +4.0545e-04
[110] six-level (eV): -4.0787e-04 -2.4224e-04 +2.3798e-04 +4.0302e-04
[111] K = 0.3333, y/gJ = 1.1667, 1.5000
[111] spin Ham. (eV): -3.7197e-04 -2.8931e-04 +2.8931e-04 +3.7197e-04
[111] six-level (eV): -3.7197e-04 -2.9385e-04 +2.8474e-04 +3.7197e-04
[111] span = 7.4393e-04 eV = 179.88 GHz
checks complete
```
